# Hole subbands on a polar momentum grid: density errors from interpolation

A self-consistent hole calculation can converge cleanly to a biased answer. In the silicon inversion layer treated below, a polar grid with 11 radial and 5 angular nodes is fine enough for the potential iteration to converge. Yet at fixed potential and Fermi level, linear interpolation in the radius loses 4.0% of the hole density, and linear interpolation in angle loses 2.3%. If the density is prescribed instead, the loss disappears from view and returns as a Fermi level that is 1.8 meV too high. The residual of the iteration cannot show this: it tests whether the potential reproduces itself under the chosen density rule, not whether that rule is accurate.

This note gives the scheme, the leading error of each interpolation, and the steps needed for a given density accuracy.

## Model and conventions

The layer lies on a (001) surface, with $z$ pointing into the silicon. Hole energies increase upward, the potential energy is $V(0)=0$ at the oxide, and the oxide is a hard wall. With $c=\hbar^2/2m_0$ and orbitals $X,Y,Z$, the orbital part of the six-band Hamiltonian is

$$H_{ii}=c\Big[Lk_i^2+M\sum_{j\ne i}k_j^2\Big],\qquad H_{ij}=cNk_ik_j ,$$

$$L=\gamma_1+4\gamma_2,\quad M=\gamma_1-2\gamma_2,\quad N=6\gamma_3 .$$

Each orbital carries two spins, and the spin-orbit term is $(\Delta/3)(1-\boldsymbol\ell\cdot\boldsymbol\sigma)$, where $\boldsymbol\ell$ is the orbital angular momentum with $\ell=1$. Since $\boldsymbol\ell\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34$, it equals $1$ for $J=3/2$ and $-2$ for $J=1/2$. The bulk band edge is therefore at zero and the split-off edge at $\Delta$.

Confinement replaces $k_z$ by $-i\,d/dz$. The material parameters are uniform inside the box, so no operator-ordering question arises there.

**Sine basis.** Let $s_i=\sqrt{2/W}\sin(i\pi z/W)$ on $0<z<W$. The operator $k_z^2$ is diagonal with entries $(i\pi/W)^2$. For the first derivative, put $x=\pi z/W$:

$$D_{ij}=\langle s_i|s_j'\rangle=\frac{2}{W}\,\frac{j\pi}{W}\,\frac{W}{\pi}\int_0^\pi\sin ix\cos jx\,dx .$$

The integrand is $\tfrac12[\sin(i+j)x+\sin(i-j)x]$. Its integral vanishes for even $i+j$. For odd $i+j$ it is $1/(i+j)+1/(i-j)=2i/(i^2-j^2)$, so

$$D_{ij}=\frac{4ij}{W(i^2-j^2)} .$$

This matrix is antisymmetric, hence $-iD$ is Hermitian.

**Real arithmetic.** A half-turn about $z$ reverses the in-plane wave vector, and time reversal reverses it back. Their product $\Theta$ is a symmetry at each fixed $(k_x,k_y)$. On spin it acts as

$$(-i\sigma_z)(i\sigma_yK)=\sigma_z\sigma_yK=-i\sigma_xK ,$$

with $K$ complex conjugation; it also changes the sign of $X$ and $Y$. Because $K(-i)=iK$, its square is $(-i)(i)\sigma_x^2=+1$. Basis states with $\Theta|b\rangle=|b\rangle$ then exist, and

$$\langle a|H|b\rangle=\langle\Theta a|H|\Theta b\rangle^*=\langle a|H|b\rangle^* .$$

The matrix is real symmetric. A suitable choice is $e^{\mp i\pi/4}|Z,\pm\rangle$, where $\pm$ labels the eigenstates $(1,\pm1)/\sqrt2$ of $\sigma_x$, with an extra factor $i$ for $X$ and $Y$. Since $\Theta^2=+1$, this symmetry forces no spin degeneracy: the asymmetric well may split the spins at nonzero in-plane $k$. At $k=0$ time reversal alone keeps the pairs degenerate.

**Electrostatics.** A hole at $z$ is pushed toward the oxide by the positive charge lying deeper. With volume hole density $p(z)$, depletion charge $N_{\rm dep}$ per area and donor density $N_D$,

$$V'(z)=\frac{e^2}{\varepsilon}\left[\int_z^W p(z')dz'+N_{\rm dep}-N_Dz\right].$$

At $z=0$ the bracket is the sum of sheet hole density and depletion density. Here $N_{\rm dep}$ is prescribed, not solved from the Fermi level of the body, so it corresponds in general to some body bias.

## Interpolate energies, then occupy them

The in-plane symmetry is that of a square, so $0\le\phi\le\pi/4$ suffices. With $f(E)=[1+e^{(E-\mu)/k_BT}]^{-1}$ and each spin state counted separately,

$$p_s=\frac{8}{4\pi^2}\sum_n\int_0^{k_{\max}}k\,dk\int_0^{\pi/4}d\phi\,f(E_n(k,\phi)).$$

Eigenproblems are solved at nodes $(k_u,\phi_v)$. Matrices $C^k$ and $C^\phi$ hold the interpolation coefficients at fine quadrature points:

$$E_{ijn}=\sum_{uv}C^k_{iu}C^\phi_{jv}E_{uvn}.$$

The Fermi function is applied to $E_{ijn}$. The occupations are then returned to the nodes by the transposed matrices,

$$W_{uvn}=\sum_{ij}C^k_{iu}C^\phi_{jv}w_{ij}f(E_{ijn}),\qquad p(z)=\sum_{uvn}W_{uvn}|\psi_{uvn}(z)|^2,$$

where $w_{ij}$ contains the factor $k$, the quadrature weights and $8/4\pi^2$. Interpolation reproduces a constant, so each row of $C^k$ and $C^\phi$ sums to one. Hence $\sum W_{uvn}=\sum w_{ij}f(E_{ijn})$: the profile and the sheet density agree.

For cubic splines, mirror symmetry gives zero slope at both angular ends, except at isolated $k$ where energy-sorted bands cross on a mirror line. No zero slope is imposed at $k=0$, because a spin-split band may start as $E(0)\pm\alpha k$ along a ray.

## Leading errors of linear interpolation

Take a cell of width $h$ and local coordinate $s$. Constant and linear terms of $E$ are reproduced. The term $\tfrac12E''s^2$ is replaced by its chord $\tfrac12E''hs$, so the error and its cell average are

$$\delta E=\tfrac12E''s(h-s),\qquad \overline{\delta E}=\frac{E''}{2h}\cdot\frac{h^3}{6}=\frac{h^2}{12}E'' .$$

At fixed $V$ and $\mu$, the density changes to first order by $\sum_n\int f'(E_n)\,\delta E_n$. The factor $kf'$ varies across the cell, but its linear variation about the midpoint integrates to zero against the symmetric $\delta E$. The average may therefore be used at leading order.

**Radial step $h$.** Subscripts $k$ and $\phi$ denote derivatives. From

$$\frac{d}{dk}(kf'E_k)=f'E_k+kf''E_k^2+kf'E_{kk},$$

with the boundary term zero at $k=0$ and negligible at the cutoff,

$$\int kf'E_{kk}dk=-\int f'E_kdk-\int kf''E_k^2dk=f(E(0))-\int kf''E_k^2dk .$$

The last step uses $\int f'E_k\,dk=f(E(k_{\max}))-f(E(0))\approx-f(E(0))$. Integration over the full angle with $1/4\pi^2$ gives

$$\delta p_{\rm rad}=\frac{h^2}{12}\sum_n\left[\frac{f(E_n(0))}{2\pi}-\iint kf''(E_n)E_{n,k}^2\frac{dk\,d\phi}{4\pi^2}\right].$$

**Angular step $a$ (radians).** Periodicity removes the boundary term:

$$\delta p_{\rm ang}=-\frac{a^2}{12}\sum_n\iint kf''(E_n)E_{n,\phi}^2\frac{dk\,d\phi}{4\pi^2}.$$

Here $f''=f(1-f)(1-2f)/(k_BT)^2$, which is positive above the Fermi level. If all energies lie above $\mu$, linear interpolation in angle lowers the density at this order.

First derivatives suffice, and they follow from the eigenvectors: $E_k=\langle\partial_kH\rangle$ and $E_\phi=\langle\partial_\phi H\rangle$, with

$$\partial_kH=\cos\phi\,\partial_{k_x}H+\sin\phi\,\partial_{k_y}H,\qquad \partial_\phi H=-k_y\partial_{k_x}H+k_x\partial_{k_y}H .$$

**Crossings.** Bands sorted by energy acquire kinks where they cross. One band has slope jump $J$ and its partner $-J$. At the crossing both have the same $k$ and $f'$, so their leading kink errors cancel in the density. They do not cancel in the energy difference. The density laws therefore say nothing reassuring about a spin splitting interpolated near a crossing.

**Parabolic limit.** For one spin state with $E=E_0+bk^2$, $E_{kk}=2b$ and $2bk\,dk=dE$. Then $\int kf'E_{kk}dk=\int f'dE=-f(E_0)$, and

$$\delta p=-\frac{h^2f(E_0)}{24\pi}.$$

The absolute error contains no explicit mass. The density is $p=k_BT\ln(1+e^{(\mu-E_0)/k_BT})/(4\pi b)$, so in the dilute limit $\delta p/p=-bh^2/(6k_BT)$: lighter bands and lower temperatures need smaller steps. A test with $b=0.13$ eV nm², $\mu-E_0=0.02$ eV and $h=0.125$ nm⁻¹ at 300 K gave an error 0.998 times the law.

**Dilute angular limit.** With $f''\approx f/(k_BT)^2$,

$$\frac{\delta p}{p}\approx-\frac{a^2\langle E_\phi^2\rangle}{12(k_BT)^2},$$

where the average is over occupied states. The angular step must keep the energy change between neighbouring rays small compared with $k_BT$.

## Pseudocode

```
build real matrices for powers of kx, ky
build C_k, C_phi and fine quadrature weights
choose V from a trial density

repeat
    for every polar node
        diagonalize H(k, phi; V)
        keep the lowest states, sorted by energy
    interpolate energies to the fine points
    find mu from the prescribed sheet density
    return occupations to nodes with C transposed
    form p(z), integrate Poisson: V_out
    r = V_out - V
    if max|r| < tolerance: stop
    V = Anderson update from V, r and history

freeze V and mu
compare the density with direct quadrature
refine k and phi separately
```

For the Anderson update, let the columns of $\Delta V$ and $\Delta R$ be differences between the present and earlier potentials and residuals. Coefficients $g$ minimize $|r-\Delta R\,g|$. The extrapolated potential is $V-\Delta V g$, with linearized residual $r-\Delta Rg$. Adding a fraction $\beta$ of that residual gives

$$V_{\rm next}=V+\beta r-(\Delta V+\beta\Delta R)g .$$

The example uses $\beta=0.5$, at most four differences, and a tolerance of 0.05 meV.

## Worked example

The band parameters are $\gamma_{1,2,3}=4.285,\,0.339,\,1.446$ and $\Delta=44$ meV, rough values for silicon. They give $L=4.285+4(0.339)=5.641$, $M=4.285-2(0.339)=3.607$ and $N=6(1.446)=8.676$. At 300 K, $k_BT=25.85$ meV. The sheet hole density is $5\times10^{12}$ cm⁻², the depletion density $2.5\times10^{12}$ cm⁻² and the donor density $5\times10^{17}$ cm⁻³. The depletion depth, $2.5\times10^{12}/5\times10^{17}$ cm $=50$ nm, exceeds the 8 nm box, so donors are ionized throughout it. The surface field is 1.16 MV/cm.

Sixteen sines give matrices of order $6\times16=96$; twenty spin states are kept, up to $k_{\max}=5$ nm⁻¹. The first three pairs at $k=0$ lie at 256.6, 272.0 and 315.6 meV, and the Fermi level at 225.9 meV. At $k=1$ nm⁻¹ the lowest band has risen by $292.5-256.6=35.9$ meV along [100], but by $278.6-256.6=22.0$ meV along [110]. This warping is what the angular grid must resolve. At the same $k$ and 22.5° the lowest two spin states differ by 4.4 meV. The last digits belong to this box and basis. In the same potential, 60 sines in a 12 nm box lower the third pair by 0.13 meV and the [100] level by 0.24 meV. A self-consistent solution with 32 sines in 12 nm lowers the Fermi level by 0.1 meV and moves the mean depth from 2.07 to 2.08 nm.

The reference density uses $32\times16$ Gauss nodes in the wedge with no energy interpolation. Potential and Fermi level are held at the values from the fine cubic calculation. All errors below are relative to this reference.

| Radial step (nm⁻¹) | Linear (%) | Law (%) | Cubic (%) |
|---:|---:|---:|---:|
| 0.500 | −3.970 | −3.834 | −0.547 |
| 0.250 | −0.942 | −0.959 | 0.004 |
| 0.125 | −0.238 | −0.240 | 0.000 |

| Angular step | Linear (%) | Law (%) | Cubic (%) |
|---:|---:|---:|---:|
| 11.25° | −2.305 | −2.940 | −0.124 |
| 5.625° | −0.691 | −0.735 | −0.006 |
| 2.8125° | −0.181 | −0.184 | 0.000 |

At the finest steps the laws agree with the measured linear errors to about 0.5% and 1.4% of those errors. At 11.25° the law overestimates the loss by 28%, so that step is outside the leading-order regime. The radial cubic error changes sign, and no convergence order should be read from it.

On the $21\times9$ grid, with steps 0.25 nm⁻¹ and 5.625°, the separate linear errors add to $-0.942-0.691=-1.632\%$ with unrounded entries. The measured two-dimensional error is −1.631%. Cubic interpolation of the same eigenvalues leaves −0.002%.

The laws also give step sizes. For this layer, the finest rows imply a radial coefficient $0.2396/0.125^2=15.3\%$ nm² and an angular coefficient $0.1837/2.8125^2=0.0232\%$ per square degree. Allowing 0.05% from each direction requires

$$h=\sqrt{0.05/15.3}=0.057\ {\rm nm^{-1}},\qquad a=\sqrt{0.05/0.0232}=1.47^\circ .$$

That is 88 radial and 31 angular cells, or $89\times32=2848$ nodes. This count holds for uniform steps and interpolation linear in $k$. Interpolation linear in $k^2$, exact for a parabolic band, gives radial errors of about $+1.4\%$ and $+0.4\%$ at steps 0.5 and 0.25 nm⁻¹ and does not follow the radial law above. The cubic $21\times9$ grid has 189.

**At fixed density.** For a parabolic subband, $p/(\partial p/\partial\mu)=k_BT[-\ln(1-f)]/f$, where $f$ is the occupation at its edge. With $f=0.233$ this is 29 meV. Treating all subbands like the lowest, the coarse linear loss $3.97+2.31=6.28\%$ predicts a shift of $0.0628\times29=1.8$ meV. The computed shift is 1.83 meV in the frozen fine potential.

The coarse linear loop gave 1.84 meV. It started from the coarse cubic potential and met the tolerance at once, so its potential was never updated. A difference this small is below the tolerance, so this run does not measure electrostatic feedback. Iterated from a trial density to a residual below 0.002 meV, the coarse linear loop converges and again gives 1.84 meV, with the potential changed by at most 0.1 meV. At fixed charge, the Fermi-level error corresponds to about 1.8 mV of gate voltage. The coarse cubic shift is 0.2 meV.

## Cost and stability

Dense diagonalization costs of order $N_kN_\phi(6N_s)^3$ per cycle for $N_s$ sines. The interpolation works on scalar energies and needs no further eigenproblems. Starting on the $11\times5$ cubic grid took 5 cycles, and the $21\times9$ grid then took 2. This is $5\times55+2\times189=653$ diagonalizations. Storing all matrices at once requires $N_kN_\phi(6N_s)^2$ real numbers; processing one ray at a time avoids this.

For simple mixing, a small potential error in a mode with response eigenvalue $\lambda$ is multiplied by $1-\beta(1-\lambda)$. Screening with real $\lambda<0$ is stable when $\beta<2/(1+|\lambda|)$. Strong screening therefore calls for a smaller $\beta$ or for the Anderson history.

## Failure modes

- **Label exchange.** If two states with weights $W_1\ne W_2$ exchange order at a node, the profile jumps by $(W_1-W_2)(|\psi_2|^2-|\psi_1|^2)$. A residual that stalls above tolerance can have this cause; refining the grid reduces the node weights.
- **Negative weights.** Cubic coefficients can be negative, and so can a poorly resolved $p(z)$. Inspect the profile as well as its integral.
- **Truncation.** Interpolation tests cannot reveal missing bands or a low cutoff. In the 8 nm box, whose far wall lifts the high subbands, omitted bands contribute less than 0.00001% of the density (about 0.0004% in a 12 nm box), and the interval from 5 to 6.5 nm⁻¹ adds 0.0002%.
- **Basis and wall.** At $k=1$ nm⁻¹ and $\phi=0.3$ rad, the lowest six levels were recomputed by finite differences with spacing 0.04 nm in an 11 nm box. The largest difference was 0.34 meV, more than the coarse cubic Fermi-level error. At fixed potential and Fermi level, 32 sines in a 12 nm box raise the density by about 0.45%, far more than the fine cubic errors: the tables measure interpolation error within the 16-sine basis only.

## Beside a real silicon channel

The hole density is typical of strong inversion, while the surface field is on the high side. The hard wall is the assumption a real oxide breaks most directly. Penetration acts like a wall moved into the oxide by $m_{\rm ox}/(m_z\kappa)$, where $m_z$ is the hole mass along $z$ and $\kappa=\sqrt{2m_{\rm ox}U}/\hbar$ for a barrier $U$. With rough values $U=4.5$ eV and $m_{\rm ox}=0.4m_0$, this length times the surface value of $V'$ gives downward shifts of about 24 meV for $X,Y$-like levels and 38 meV for $Z$-like levels. At fixed potential these are overestimates, because the mean of $V'$ over a subband is smaller than its surface value. At $k=0$ the lowest subband is purely $X,Y$-like and the second is about two-thirds $X,Y$ and one-third $Z$; they are separated by spin-orbit coupling. With these values penetration lowers them by about 17 and 19.5 meV at fixed potential, so their 15.4 meV spacing shrinks by about 2.5 meV. The image energy at the mean depth of 2.07 nm is about 7 meV, and a zero-temperature, one-subband exchange scale is 44 meV. A rough mobility of 100 cm²/Vs with the thermally averaged in-plane transport mass of these subbands, about $0.7m_0$, gives a collision broadening of about 17 meV, still above the 4.4 meV spin splitting. The 42 meV in the numerical output uses the lighter bulk mass along $z$, $0.277m_0$, and is too large for in-plane motion. The oxide field is 3.5 MV/cm, below a rough breakdown scale of 10 MV/cm. The lowest subband edge misses overlap with the body conduction band by 0.25 eV, so band-to-band tunnelling from it is closed in this one-dimensional estimate. This margin belongs to the prescribed depletion charge, which corresponds to a forward body bias of roughly 0.1 V; it is smaller at zero or reverse bias. About 4% of the holes lie above 2 nm⁻¹, where the six-band expansion deserves a full-band comparison. Strain is absent. The small cubic errors thus certify the momentum integration within this model and basis, not device energies to the same accuracy. Further digits are in the numerical output.

## Calculated quantities

```
Luttinger g1,g2,g3: 4.285, 0.339, 1.446
L,M,N: 5.641, 3.607, 8.676 hbar^2/2m0
split-off energy: 44.0 meV; eps_Si: 11.7
temperature: 300 K; kT: 25.85 meV
hole sheet density: 5.00e+12 cm^-2
depletion density: 2.50e+12 cm^-2
donor density: 5.00e+17 cm^-3
box: 8.0 nm; sines: 16; spin states: 20
radial cutoff: 5.0 nm^-1
surface field: 1.160 MV/cm
SCF cycles coarse cubic,linear,fine: 5,1,2
first three k=0 pairs (meV): 256.61, 272.04, 315.63
Fermi level, fine SCF: 225.864 meV
Fermi level, direct: 225.863 meV
lowest-edge occupation: 0.2334
mean depth SCF,direct: 2.0715, 2.0716 nm
lowest E at k=1/nm [100],[110]: 292.50, 278.62 meV
lowest spin split k=1/nm, 22.5 deg: 4.409 meV
basis and wall difference, 6 levels: 0.341 meV
direct density: 5.00010e+12 cm^-2
direct quadrature difference: 0.00000 %
omitted bands,k tail: 0.00000, 0.00022 %
parabola error/law: 0.99834
radial step; linear; law; cubic density error
0.500 nm^-1; -3.9700; -3.8343; -0.5468 %
0.250 nm^-1; -0.9416; -0.9586; 0.0036 %
0.125 nm^-1; -0.2383; -0.2396; 0.0000 %
angular step; linear; law; cubic density error
11.2500 deg; -2.3050; -2.9396; -0.1240 %
5.6250 deg; -0.6907; -0.7349; -0.0056 %
2.8125 deg; -0.1811; -0.1837; -0.0003 %
21 x 9 linear error: -1.6308 %
sum of separate linear errors: -1.6323 %
21 x 9 cubic error: -0.0020 %
11 x 5 linear mu shift, frozen: 1.826 meV
11 x 5 linear mu shift, SCF: 1.842 meV
11 x 5 cubic mu shift, SCF: 0.207 meV
rough oxide barrier,mass: 4.5 eV, 0.4 m0
oxide penetration shift XY,Z: -24.3, -38.1 meV
image energy at mean depth: 7.4 meV
T=0 one-subband exchange scale: 43.9 meV
rough mobility: 100 cm2/Vs; mass: 0.277 m0
collision broadening hbar/tau: 41.8 meV
rough gap,total bending: 1.12, 1.127 eV
band-overlap margin (positive=closed): 0.250 eV
oxide field, eps_ox=3.9: 3.48 MV/cm
holes with k above 2 nm^-1: 4.08 %
```
